# Why eigenvalue-self-consistent GW still depends on its starting orbitals

**Q:** I use eigenvalue-self-consistent GW, evGW, because it frees me from the choice of density functional. I put the new quasiparticle energies back into $G$ and $W$ until they stop changing. Once they have converged, how could the result still know where I began?

**A:** Your loop changes some of the quantities taken from the starting calculation. Which ones does it leave alone?

**Q:** The orbitals. But the functional enters the quasiparticle equation through its eigenvalue and its potential, and the loop deals with those.

**A:** Let us check that for a closed-shell molecule with real orbitals $\phi_p$. Indices $i,j$ denote occupied orbitals, $a,b$ virtual ones, and $p,q,r$ any. Formulas are in hartree atomic units. In the diagonal approximation,

$$E_p=\varepsilon_p^0+\langle p|\Sigma_x+\Sigma_c(E_p)-v_{xc}|p\rangle .$$

The orbitals solve the starting equation, with $h$ the kinetic energy plus nuclear attraction and $J[n]$ the Hartree potential of the density $n$. Hence

$$\varepsilon_p^0=\langle p|h+J[n]+v_{xc}|p\rangle .$$

Insert this into the first equation. The two $v_{xc}$ terms cancel:

$$E_p=f_p+\Sigma_{c,pp}(E_p),\qquad f_p=\langle p|h+J[n]+\Sigma_x|p\rangle .$$

A Hartree-Fock start is the case $v_{xc}\to\Sigma_x$, with the same cancellation.

**Q:** So the functional does disappear.

**A:** Its potential disappears explicitly. But $n=2\sum_i\phi_i^2$ and $\langle p|\Sigma_x|p\rangle=-\sum_i(pi|ip)$ are built from the orbitals which that potential produced. The static energy $f_p$ is therefore fixed before the first cycle, and no update of eigenvalues can change it.

**Q:** Then the correlation part must do the work. Where do the eigenvalues enter there?

**A:** First through the screening. I take $W$ in the direct random-phase approximation. Let $\Delta$ be the diagonal matrix of gaps $\varepsilon_a-\varepsilon_i$, and let $v_{ia,jb}=(ia|jb)$. Each pair has a resonant and an antiresonant term, and two spins contribute:

$$\chi_0(\omega)=2\left[\frac1{\omega-\Delta}-\frac1{\omega+\Delta}\right]=\frac{4\Delta}{\omega^2-\Delta^2}.$$

The response equation $\chi=\chi_0+\chi_0v\chi$ gives $\chi^{-1}=\chi_0^{-1}-v$. Diagonal matrices commute, so $\Delta^{1/2}$ can be taken out on both sides:

$$\chi^{-1}=\tfrac14\Delta^{-1/2}\left[\omega^2-M\right]\Delta^{-1/2},\qquad M=\Delta^2+4\Delta^{1/2}v\Delta^{1/2}.$$

Let $MZ_\nu=\Omega_\nu^2Z_\nu$ with orthonormal $Z_\nu$. Inverting gives

$$\chi(\omega)=\sum_\nu\frac{4\,\Delta^{1/2}Z_\nu Z_\nu^T\Delta^{1/2}}{\omega^2-\Omega_\nu^2}.$$

The correlation part of the interaction is $W_c=v\chi v$. Its element between two orbital products $\phi_p\phi_r$ needs the vector $b_{pr}$ with components $(pr|ia)$:

$$W_{c,pr}(\omega)=b_{pr}^T\chi(\omega)b_{pr}=\sum_\nu w_{pr,\nu}^2\frac{2\Omega_\nu}{\omega^2-\Omega_\nu^2},\qquad w_{pr,\nu}=\sqrt{\frac{2}{\Omega_\nu}}\;b_{pr}^T\Delta^{1/2}Z_\nu .$$

The factors agree, because $2\Omega_\nu w_{pr,\nu}^2=4(b_{pr}^T\Delta^{1/2}Z_\nu)^2$. The eigenvalues enter $\Omega_\nu$ and $w$ only through the gaps; both also depend on the orbitals, through $v$ in $M$ and, for $w$, through $b_{pr}$. The integrals $(pr|ia)$ come from the orbitals alone.

**Q:** And the self-energy?

**A:** It is the frequency convolution of $G$ with $W_c$:

$$\Sigma_{c,pp}(E)=\frac{i}{2\pi}\int_{-\infty}^{\infty}d\omega'\sum_r\frac{W_{c,pr}(\omega')}{E+\omega'-\varepsilon_r},$$

with time-ordered poles. Take $E$ between the highest occupied and the lowest virtual level. The poles in $\omega'$ then lie just above the negative real axis and just below the positive one. Turning the contour counterclockwise onto the imaginary axis sweeps the first and third quadrants, where there are no poles. The integrand falls as $|\omega'|^{-3}$, so the arcs vanish. With $\omega'=i\omega$ the prefactor becomes $i\cdot i/2\pi=-1/2\pi$.

Write $a_r=E-\varepsilon_r$. Then $1/(a_r+i\omega)=(a_r-i\omega)/(a_r^2+\omega^2)$, and the odd imaginary part integrates to zero. Also $W_{c,pr}(i\omega)=-\sum_\nu2\Omega_\nu w_{pr,\nu}^2/(\omega^2+\Omega_\nu^2)$, whose minus sign cancels that of the prefactor:

$$\Sigma_{c,pp}(E)=\frac1{2\pi}\sum_{r\nu}w_{pr,\nu}^2\int_{-\infty}^{\infty}\frac{2\Omega_\nu a_r\,d\omega}{(\omega^2+\Omega_\nu^2)(\omega^2+a_r^2)} .$$

Partial fractions and $\int d\omega/(\omega^2+c^2)=\pi/c$ for $c>0$ give

$$\int_{-\infty}^{\infty}\frac{d\omega}{(\omega^2+\Omega^2)(\omega^2+a^2)}=\frac{\pi}{\Omega^2-a^2}\left(\frac1{|a|}-\frac1\Omega\right)=\frac{\pi}{|a|\Omega(\Omega+|a|)} .$$

Each term is thus $w_{pr,\nu}^2\,\mathrm{sgn}(a_r)/(\Omega_\nu+|a_r|)$. Here $a_r>0$ for occupied and $a_r<0$ for virtual orbitals, so

$$\Sigma_{c,pp}(E)=\sum_{i\nu}\frac{w_{pi,\nu}^2}{E-\varepsilon_i+\Omega_\nu}+\sum_{a\nu}\frac{w_{pa,\nu}^2}{E-\varepsilon_a-\Omega_\nu}.$$

This rational function continues the result to other $E$. The numerical check tests it in the middle of the gap against a frequency quadrature that never computes an $\Omega_\nu$.

**Q:** So evGW replaces every $\varepsilon$ in that formula by its converged value.

**A:** Yes. With $\varepsilon$ now the whole set of levels and $\phi$ the whole set of orbitals, the converged levels satisfy

$$\varepsilon_p=f_p[\phi]+\Sigma_{c,pp}(\varepsilon_p;\varepsilon,\phi)\quad\text{for all }p.$$

Look for the starting calculation in this equation.

**Q:** The starting eigenvalues are gone, but $\phi$ is still there, in $f_p$ and in the integrals. So I was half right?

**A:** Yes. On a given solution branch, evGW forgets the starting eigenvalues and remembers the starting orbitals. "On a given branch" matters because the equation can have several solutions. With all levels inside $\Sigma_c$ held fixed,

$$\frac{d\Sigma_{c,pp}}{dE}=-\sum_{i\nu}\frac{w_{pi,\nu}^2}{(E-\varepsilon_i+\Omega_\nu)^2}-\sum_{a\nu}\frac{w_{pa,\nu}^2}{(E-\varepsilon_a-\Omega_\nu)^2}\le0 ,$$

so $E-f_p-\Sigma_{c,pp}(E)$ rises from $-\infty$ to $+\infty$ between neighbouring poles of nonzero weight, and crosses zero once in each such interval. Starting energies could still select a branch.

**Q:** Can the two kinds of memory be separated in a calculation?

**A:** Exchange them. Take hydrogen fluoride at a chosen bond length of 0.92 Å in the cc-pVDZ basis. Generate orbitals and eigenvalues with Hartree-Fock and with LDA (Slater exchange, VWN correlation). Then run evGW for all four combinations. The loops use a form of $\Sigma_{c,pp}$ with small denominators damped, defined below. It has no poles, so these runs do not test whether starting energies select a branch of the undamped equation. The ionization energy is minus the highest occupied level:

| Fixed orbitals | Starting energies | evGW ionization energy (eV) |
|---|---|---|
| Hartree-Fock | Hartree-Fock | 15.411 |
| Hartree-Fock | LDA | 15.411 |
| LDA | Hartree-Fock | 15.545 |
| LDA | LDA | 15.545 |

With the damping used here, exchanging the starting energies moves the result by less than $10^{-7}$ eV. Exchanging the orbitals moves it by 0.134 eV. The second number is not unfinished convergence, since the first shows how well the loops have converged.

**Q:** Still, 0.13 eV is small. Surely one-shot $G_0W_0$ is much worse?

**A:** Here it is: 15.525 eV from Hartree-Fock and 14.654 eV from LDA, a difference of 0.871 eV. But notice the order. In $G_0W_0$ the Hartree-Fock start gives the larger ionization energy; in evGW the LDA orbitals do.

**Q:** Why would the order reverse?

**A:** Separate the static part from the correlation part. For the highest occupied LDA orbital, the cancellation we derived reads

$$f=-8.422-(-23.308)+(-32.160)=-17.274\ \text{eV},$$

which agrees with the printed $-17.275$ eV within rounding. For Hartree-Fock orbitals $f=-17.105$ eV, which is the Hartree-Fock eigenvalue itself. Let $I$ be the ionization energy. Since $I=-(f+\Sigma_c)$,

$$I_{\rm HF}-I_{\rm LDA}=(f_{\rm LDA}-f_{\rm HF})+(\Sigma_{c,\rm LDA}-\Sigma_{c,\rm HF}),$$

where the subscript HF means Hartree-Fock. The first bracket is $-0.170$ eV in both methods, because $f$ never changes.

In $G_0W_0$, $\Sigma_c=-I-f$ is $-14.654+17.275=2.621$ eV for LDA and $-15.525+17.105=1.580$ eV for Hartree-Fock. The second bracket is therefore $+1.041$ eV, and the sum is $0.871$ eV.

In evGW the two correlation parts are 1.729 and 1.694 eV. Their difference, from the unrounded values, is $+0.036$ eV, and the sum is $-0.134$ eV.

**Q:** So the static difference was already present in $G_0W_0$, hidden behind a larger correlation difference of opposite sign?

**A:** Yes, in this molecule and basis. Updating the eigenvalues removes most of the correlation difference and leaves the static one untouched. The sign and size of what remains are not general. I also have no separate values for the one-electron, Hartree and exchange contributions to the 0.170 eV, so I will not assign it to one of them.

**Q:** Would a better basis remove the remaining difference?

**A:** In cc-pVTZ the evGW values are 16.03 eV from Hartree-Fock orbitals and 16.41 eV from LDA orbitals. The difference has grown to 0.38 eV. Exchanging the starting energies in that basis leaves both values unchanged to $10^{-4}$ eV, and the static bracket alone is $-0.39$ eV. Neither basis is converged: cc-pVQZ raises the two values by a further 0.27 and 0.33 eV, to 16.31 and 16.74 eV, a difference of 0.44 eV. These ionization energies compare starting points and are not predictions for experiment.

**Q:** If the quasiparticle energies are converged, why aren't the orbitals right as well?

**A:** Because evGW uses only the diagonal of the quasiparticle matrix. Let $H$ be the matrix of $h+J+\Sigma_x$ plus a static, symmetric version of $\Sigma_c$. If $H_{ai}\neq0$, diagonalizing $H$ mixes occupied and virtual orbitals. To first order in the off-diagonal elements, and leaving out occupied-occupied mixing, which does not change $n$,

$$\delta\phi_i=\sum_a\phi_a\frac{H_{ai}}{\varepsilon_i-\varepsilon_a},\qquad
\delta n=4\sum_i\phi_i\,\delta\phi_i=4\sum_{ia}\frac{H_{ai}}{\varepsilon_i-\varepsilon_a}\phi_i\phi_a .$$

The factor 4 is two spins times the 2 from differentiating $\phi_i^2$. evGW discards these elements, so the density cannot respond.

**Q:** Are they really nonzero at the evGW solution?

**A:** The largest is 0.36 eV in magnitude for Hartree-Fock orbitals and 3.1 eV for LDA orbitals. For converged Hartree-Fock orbitals $h+J+\Sigma_x$ is diagonal, so the 0.36 eV comes from correlation. For LDA orbitals $h+J+v_{xc}$ is diagonal instead, which leaves an additional static element $\langle a|\Sigma_x-v_{xc}|i\rangle$. These are maxima over all occupied-virtual pairs, core included. The 3.1 eV element involves the fluorine 1s core orbital, while the 0.36 eV element involves a valence orbital; with the core left out, the largest element for LDA orbitals is 0.8 eV. They are not errors of the ionization energy; the energy denominator also decides how much mixing an element causes.

**Q:** Then let the orbitals respond. Does the dependence go away?

**A:** That is quasiparticle self-consistency, qsGW: diagonalize $H$, rebuild the density, the integrals and $W$, and repeat. It needs a rule for making $\Sigma_c$ static. I use the similarity-renormalization-group form, taken here as the definition of the scheme:

$$\Sigma^{\rm stat}_{c,pq}=\sum_{r\nu}w_{pr,\nu}w_{qr,\nu}\frac{D_p+D_q}{D_p^2+D_q^2}\left[1-e^{-s(D_p^2+D_q^2)}\right].$$

For each $r,\nu$, $D_p=\varepsilon_p-\varepsilon_r+\Omega_\nu$ if $r$ is occupied and $D_p=\varepsilon_p-\varepsilon_r-\Omega_\nu$ if it is virtual. For $p=q$ the fraction is $2D_p/2D_p^2=1/D_p$, so the diagonal is the earlier self-energy at $E=\varepsilon_p$, with small denominators damped.

The evGW runs used this diagonal with the same $s=10$ hartree$^{-2}$, so the two schemes differ in whether the off-diagonal elements act. In cc-pVDZ, solving the undamped equation for the highest occupied level, with the converged levels inserted, changes the evGW ionization energy by less than $10^{-7}$ eV, which is within the convergence threshold of the loop and so only a bound on the effect. That does not measure the indirect effect of damping the other levels, which is larger: going from $s=10$ to $s=500$ hartree$^{-2}$ raises the evGW ionization energies by up to 0.004 eV and changes their difference by about 0.001 eV. With that weaker damping the two sets of starting energies also converge to results about 0.002 eV apart, a small instance of branch selection.

**Q:** And the qsGW result?

**A:** In cc-pVDZ with $s=10$ hartree$^{-2}$ it is 15.631 eV from both starts, with a difference of $3\times10^{-6}$ eV; with $s=500$ hartree$^{-2}$ both starts stay within 0.001 eV of this value. The dipole moment of the density built from the occupied orbitals shows the same thing. It starts at 1.956 D for Hartree-Fock and 1.823 D for LDA, and both runs end at 1.829 D. In evGW each density would have kept its initial dipole.

**Q:** Then qsGW is independent of the start, and more accurate?

**A:** Neither follows in general. Its equations contain no fixed starting orbitals, but they are nonlinear, and different starts could reach different solutions. Here two starts reached the same one. Accuracy is a separate matter: the result still depends on the GW approximation, the basis and the static rule. Notice also that 15.631 eV lies outside the interval between the two evGW values, so in this case their average would not have estimated it.

**Q:** Is there a case in which my original belief is true?

**A:** Yes, when the starting methods give the same orbitals with the same occupations. Suppose symmetry allows one basis function in each symmetry species. Every orbital is then fixed up to its sign, whatever the functional. If the occupations also agree, the starts share one fixed-point equation, and evGW agrees on a common branch. Two different sets of orbitals might also give the same ionization energy by accident.

In the other direction, if you update $G$ but freeze $W$, the starting eigenvalues survive in $\Omega_\nu$ and $w$. Then even the eigenvalue part of the memory remains.

**Q:** So what should I report when I use evGW?

**A:** Name the starting functional, as you would for $G_0W_0$, and repeat the calculation from at least one other set of orbitals. Tightening the convergence threshold tells you how well you have solved the equation for one set of orbitals. Changing the orbitals tells you how much the answer depends on that set.

## Values computed for the example and the checks

```
Bond length: 0.92 angstrom; regulator s: 10 hartree^-2
Basis functions in cc-pVDZ: 19
LDA HOMO <v_xc>: -23.308 eV
LDA HOMO <Sigma_x>: -32.160 eV
LDA HOMO static energy, via v_xc: -17.275 eV
Mid-gap Sigma_c, pole sum: 1.64451 eV
Mid-gap Sigma_c, quadrature: 1.64451 eV
Hartree-Fock starting HOMO energy: -17.105 eV
G0W0 ionization energy from Hartree-Fock: 15.525 eV
LDA starting HOMO energy: -8.422 eV
G0W0 ionization energy from LDA: 14.654 eV
G0W0 difference (Hartree-Fock - LDA): 0.871 eV
evGW, Hartree-Fock orbitals, Hartree-Fock start energies: 15.41128 eV (28 cycles)
evGW, Hartree-Fock orbitals, LDA start energies: 15.41128 eV (30 cycles)
evGW, LDA orbitals, Hartree-Fock start energies: 15.54541 eV (28 cycles)
evGW, LDA orbitals, LDA start energies: 15.54541 eV (30 cycles)
Largest effect of start energies on evGW: 5.6e-08 eV
evGW difference (Hartree-Fock - LDA orbitals): -0.1341 eV
Hartree-Fock orbitals: static HOMO part -17.1048 eV
Hartree-Fock orbitals: Sigma_c HOMO part 1.6935 eV
Hartree-Fock orbitals: regulator effect 2.6e-08 eV
Hartree-Fock orbitals: largest neglected occ-virt element 0.363 eV
LDA orbitals: static HOMO part -17.2745 eV
LDA orbitals: Sigma_c HOMO part 1.7291 eV
LDA orbitals: regulator effect 2.8e-08 eV
LDA orbitals: largest neglected occ-virt element 3.135 eV
Static share of evGW difference: -0.1697 eV
Correlation share of evGW difference: 0.0356 eV
qsGW ionization energy from Hartree-Fock: 15.63119 eV (25 cycles)
Dipole from Hartree-Fock: start 1.9556 D, after qsGW 1.8292 D
qsGW ionization energy from LDA: 15.63119 eV (27 cycles)
Dipole from LDA: start 1.8229 D, after qsGW 1.8292 D
qsGW difference between starts: 3.1e-06 eV
cc-pVTZ evGW, Hartree-Fock orbitals: 16.0329 eV
cc-pVTZ evGW, LDA orbitals: 16.4098 eV
cc-pVTZ evGW difference: -0.3769 eV
```
